# Comment on reading an energy-loss peak as an absorption energy: test program

```python
# Result under test: a medium with dielectric function
#   eps(w) = 1 + wp^2 / (w0^2 - w^2 - i*g*w)
# absorbs (Im eps) at w0, but a fast charge loses energy (Im(-1/eps)) at
#   wL = sqrt(w0^2 + wp^2)   when the damping g tends to zero.
# w0: transverse resonance, wp: plasma frequency of the oscillator,
# g: damping rate. All are given as energies hbar*w in eV; time is in hbar/eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

w0, wp, g = 12.0, 16.0, 8.0
wL = np.hypot(w0, wp)
ev = const.e
hc_nm = const.h * const.c / ev * 1e9
hbarc_nm = hc_nm / (2 * np.pi)
mc2 = const.m_e * const.c**2 / ev


def eps(w, damping=g):
    return 1 + wp**2 / (w0**2 - w**2 - 1j * damping * w)


def absorption(w, damping=g):
    return np.imag(eps(w, damping))


def loss(w, damping=g):
    return np.imag(-1 / eps(w, damping))


def peak(function, low=3.0, high=40.0):
    found = minimize_scalar(lambda w: -function(w), bounds=(low, high),
                            method="bounded", options={"xatol": 1e-9})
    return found.x


# --- Dissipation from the equation of motion, with y = 4*pi*P.
# longitudinal = 0: total field E is prescribed; 1: D is prescribed, E = D - y.
def simulated_power(w, longitudinal):
    def motion(t, state):
        y, velocity, work = state
        field = np.cos(w * t) - longitudinal * y
        acceleration = wp**2 * field - w0**2 * y - g * velocity
        return [velocity, acceleration, g * velocity**2 / (4 * np.pi * wp**2)]
    start, period = 10.0, 2 * np.pi / w
    run = solve_ivp(motion, (0, start + period), [0, 0, 0], method="DOP853",
                    t_eval=[start, start + period], rtol=1e-9, atol=1e-11)
    return (run.y[2, 1] - run.y[2, 0]) / period


for w in (w0, 16.0, wL):
    for flag, spectrum in ((0, absorption), (1, loss)):
        expected = w * spectrum(w) / (8 * np.pi)
        assert abs(simulated_power(w, flag) / expected - 1) < 1e-5
power_abs = simulated_power(w0, 0)
power_loss = simulated_power(wL, 1)
for shift in (-1.0, 1.0):
    assert simulated_power(w0 + shift, 0) < power_abs
    assert simulated_power(wL + shift, 1) < power_loss

# --- Peak positions, with damping and for nearly vanishing damping
def damped_peak(resonance):
    a = resonance**2
    b = 2 * a - g**2
    return np.sqrt((b + np.sqrt(b**2 + 12 * a**2)) / 6)


abs_peak, loss_peak = peak(absorption), peak(loss)
assert abs(abs_peak - damped_peak(w0)) < 1e-5
assert abs(loss_peak - damped_peak(wL)) < 1e-5
assert abs(peak(lambda w: w * absorption(w)) - w0) < 1e-5
assert abs(peak(lambda w: w * loss(w)) - wL) < 1e-5
tiny = 0.01
narrow_abs = peak(lambda w: absorption(w, tiny), w0 - 0.1, w0 + 0.13)
narrow_loss = peak(lambda w: loss(w, tiny), wL - 0.1, wL + 0.13)
assert abs(narrow_abs - w0) < 1e-4 and abs(narrow_loss - wL) < 1e-4


# --- Line weights and sum rules by quadrature
def integral(function, center):
    edges = [0, center - 1, center - 0.05, center, center + 0.05,
             center + 1, 100, np.inf]
    return sum(quad(function, a, b, limit=300)[0]
               for a, b in zip(edges[:-1], edges[1:]))


weight_abs = integral(lambda w: absorption(w, tiny), w0)
weight_loss = integral(lambda w: loss(w, tiny), wL)
# Remaining deviation is of relative order damping/resonance.
assert abs(weight_abs / (np.pi * wp**2 / (2 * w0)) - 1) < 2e-3
assert abs(weight_loss / (np.pi * wp**2 / (2 * wL)) - 1) < 2e-3
sum_abs = integral(lambda w: w * absorption(w), w0)
sum_loss = integral(lambda w: w * loss(w), wL)
assert abs(sum_abs / (np.pi * wp**2 / 2) - 1) < 1e-5
assert abs(sum_loss / (np.pi * wp**2 / 2) - 1) < 1e-5

# --- Microscopic Coulomb sums: simple cubic lattice, spacing 1, unit dipoles,
# wave vector along z and tending to zero. Disc sums plus the outer integral.
radius = 80
grid = np.arange(-radius, radius + 1)
gx, gy = np.meshgrid(grid, grid)
inside = gx**2 + gy**2 <= radius**2
px, py = gx[inside].astype(float), gy[inside].astype(float)
field_long = field_trans = 0.0
for z in range(-3, 4):
    r2 = px**2 + py**2 + z**2
    keep = r2 > 0
    r2k, xk = r2[keep], px[keep]
    outer = 2 * np.pi * radius**2 / (radius**2 + z**2)**1.5
    field_long += np.sum((3 * z**2 - r2k) / r2k**2.5) - outer
    field_trans += np.sum((3 * xk**2 - r2k) / r2k**2.5) + outer / 2
w_molecule = np.sqrt(w0**2 + wp**2 / 3)
lattice_T = np.sqrt(w_molecule**2 - wp**2 * field_trans / (4 * np.pi))
lattice_L = np.sqrt(w_molecule**2 - wp**2 * field_long / (4 * np.pi))
assert abs(lattice_T - w0) < 5e-3 and abs(lattice_L - wL) < 5e-3

# --- Recover absorption from loss data by Kramers-Kronig
step = 0.1
samples = (np.arange(10000) + 0.5) * step
targets = np.arange(80, 241) * step
kernel = samples * loss(samples) / (samples**2 - targets[:, None]**2)
real_inverse = 1 - 2 / np.pi * step * kernel.sum(axis=1)
recovered = loss(targets) / (real_inverse**2 + loss(targets)**2)
kk_error = np.max(np.abs(recovered - absorption(targets)))
assert kk_error < 1e-3
kk_peak = targets[np.argmax(recovered)]
assert abs(kk_peak - abs_peak) <= step


# --- Attenuation coefficient, and reflection without absorption
def attenuation(w):
    return 2 * w * np.sqrt(eps(w)).imag / hbarc_nm


att_peak = peak(attenuation)
assert abs_peak < att_peak < loss_peak
gap_energy = 16.0
gap_eps = eps(gap_energy, 1e-9)
gap_index = np.sqrt(gap_eps)
gap_reflectance = abs((gap_index - 1) / (gap_index + 1))**2
assert gap_eps.real < 0 and abs(gap_reflectance - 1) < 1e-6

# --- Dilution by 1000: the two energies nearly coincide
dilution = 1000.0
dilute_exact = np.sqrt(w0**2 + wp**2 / dilution) - w0
dilute_formula = wp**2 / dilution / (2 * w0)
assert abs(dilute_formula / dilute_exact - 1) < 1e-3

# --- Electron densities; rough polymer density and composition C5H8O2
density = 1.2
molar_mass = 5 * 12.011 + 8 * 1.008 + 2 * 15.999
valence = 5 * 4 + 8 * 1 + 2 * 6
n_valence = density / molar_mass * const.N_A * valence
wp_valence = const.hbar / ev * np.sqrt(
    n_valence * 1e6 * ev**2 / (const.epsilon_0 * const.m_e))
n_model = n_valence * (wp / wp_valence)**2

# --- Remaining valence strength placed in a second undamped oscillator
w_second = 30.0
wp_second = np.sqrt(wp_valence**2 - wp**2)
coupling = np.array([wp, wp_second])
matrix = np.diag([w0**2, w_second**2]) + np.outer(coupling, coupling)
coupled = np.sqrt(np.linalg.eigvalsh(matrix))


def eps_two(w):
    return 1 + wp**2 / (w0**2 - w**2) + wp_second**2 / (w_second**2 - w**2)


zeros = [brentq(eps_two, w0 + 1e-6, w_second - 1e-6),
         brentq(eps_two, w_second + 1e-6, 100)]
assert np.allclose(coupled, zeros, atol=1e-7)

# --- Surface loss of a flat face against vacuum: eps = -1
surface = brentq(lambda w: eps(w, 0).real + 1, w0 + 1e-6, 40)
assert abs(surface - np.sqrt(w0**2 + wp**2 / 2)) < 1e-8

# --- Beam electron: collection angle, recoil and retardation
beam, angle = 30e3, 2e-3
pc = np.sqrt(beam * (beam + 2 * mc2))
beta = pc / (beam + mc2)
cutoff = pc * angle


def collected(w):
    return loss(w) * np.log(1 + (cutoff * beta / w)**2)


angular = quad(lambda q: 2 * q / (q**2 + (wL / beta)**2), 0, cutoff)[0]
assert abs(angular - np.log(1 + (cutoff * beta / wL)**2)) < 1e-8
collected_peak = peak(collected)
recoil_beam = (cutoff**2 + (wL / beta)**2) / (2 * mc2)
shifted_beam = np.hypot(w0 + recoil_beam, wp)
retard_loss = beta**2 * abs(eps(loss_peak))
retard_abs = beta**2 * abs(eps(abs_peak))

# --- Slow secondary electron: smallest possible recoil energy
slow = 80.0
recoil_slow = (np.sqrt(slow) - np.sqrt(slow - wL))**2
angles = np.linspace(0, np.pi, 2001)
recoil_scan = (2 * slow - wL
               - 2 * np.sqrt(slow * (slow - wL)) * np.cos(angles))
assert abs(recoil_scan.min() - recoil_slow) < 1e-9
shifted_slow = np.hypot(w0 + recoil_slow, wp)


def show(label, value, unit="", digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("resonance w0", w0, "eV")
show("oscillator plasma energy wp", wp, "eV")
show("damping g", g, "eV")
show("undamped loss energy wL", wL, "eV")
show("wavelength at w0", hc_nm / w0, "nm", 1)
show("wavelength at wL", hc_nm / wL, "nm", 1)
show("static dielectric constant", eps(0.0).real, "", 3)
show("narrow line (g=0.01 eV), absorption peak", narrow_abs, "eV", 3)
show("narrow line (g=0.01 eV), loss peak", narrow_loss, "eV", 3)
show("narrow line weight, absorption", weight_abs, "eV")
show("narrow line weight, loss", weight_loss, "eV")
show("sum rule integral, absorption", sum_abs, "eV^2")
show("sum rule integral, loss", sum_loss, "eV^2")
show("damped maximum of Im eps", abs_peak, "eV")
show("damped maximum of Im(-1/eps)", loss_peak, "eV")
show("Im eps at its maximum", absorption(abs_peak), "", 3)
show("Im eps at the loss maximum", absorption(loss_peak), "", 3)
show("Im(-1/eps) at its maximum", loss(loss_peak), "", 3)
show("attenuation maximum at", att_peak, "eV")
show("attenuation coefficient there", attenuation(att_peak), "1/nm", 4)
show("undamped eps at 16 eV", gap_eps.real, "", 3)
show("undamped reflectance at 16 eV", gap_reflectance, "", 4)
show("isolated-molecule resonance", w_molecule, "eV")
show("dipole lattice, transverse mode", lattice_T, "eV", 3)
show("dipole lattice, longitudinal mode", lattice_L, "eV", 3)
show("Im eps maximum recovered from loss data", kk_peak, "eV", 1)
print(f"largest error of recovered Im eps: {kk_error:.1e}")
show("loss minus absorption, diluted 1000 times", dilute_exact, "eV", 4)
show("rough polymer density", density, "g/cm3", 1)
print(f"valence electron density: {n_valence:.3e} cm^-3")
show("full valence plasma energy", wp_valence, "eV")
print(f"electron density in the oscillator: {n_model:.3e} cm^-3")
show("share of valence strength used", n_model / n_valence, "", 3)
show("assumed second resonance", w_second, "eV")
show("second oscillator plasma energy", wp_second, "eV")
show("coupled loss energy, lower", coupled[0], "eV")
show("coupled loss energy, upper", coupled[1], "eV")
show("undamped surface loss energy", surface, "eV")
show("beam energy", beam / 1e3, "keV", 1)
show("collection half-angle", angle * 1e3, "mrad", 1)
show("beam speed / c", beta, "", 4)
show("loss maximum with collection factor", collected_peak, "eV")
show("beam recoil energy at cutoff", recoil_beam, "eV", 3)
show("undamped loss energy with that recoil", shifted_beam, "eV")
show("retardation size at loss maximum", retard_loss, "", 3)
show("retardation size at absorption maximum", retard_abs, "", 3)
show("secondary electron energy", slow, "eV", 1)
show("its smallest recoil energy for loss wL", recoil_slow, "eV")
show("undamped loss energy with that recoil", shifted_slow, "eV")
print("tests ok")
```

It prints:

```
resonance w0: 12.00 eV
oscillator plasma energy wp: 16.00 eV
damping g: 8.00 eV
undamped loss energy wL: 20.00 eV
wavelength at w0: 103.3 nm
wavelength at wL: 62.0 nm
static dielectric constant: 2.778
narrow line (g=0.01 eV), absorption peak: 12.000 eV
narrow line (g=0.01 eV), loss peak: 20.000 eV
narrow line weight, absorption: 33.50 eV
narrow line weight, loss: 20.10 eV
sum rule integral, absorption: 402.12 eV^2
sum rule integral, loss: 402.12 eV^2
damped maximum of Im eps: 11.33 eV
damped maximum of Im(-1/eps): 19.60 eV
Im eps at its maximum: 2.743
Im eps at the loss maximum: 0.488
Im(-1/eps) at its maximum: 1.616
attenuation maximum at: 13.97 eV
attenuation coefficient there: 0.1330 1/nm
undamped eps at 16 eV: -1.286
undamped reflectance at 16 eV: 1.0000
isolated-molecule resonance: 15.14 eV
dipole lattice, transverse mode: 12.000 eV
dipole lattice, longitudinal mode: 20.000 eV
Im eps maximum recovered from loss data: 11.3 eV
largest error of recovered Im eps: 5.1e-06
loss minus absorption, diluted 1000 times: 0.0107 eV
rough polymer density: 1.2 g/cm3
valence electron density: 2.887e+23 cm^-3
full valence plasma energy: 19.95 eV
electron density in the oscillator: 1.857e+23 cm^-3
share of valence strength used: 0.643
assumed second resonance: 30.00 eV
second oscillator plasma energy: 11.92 eV
coupled loss energy, lower: 18.64 eV
coupled loss energy, upper: 33.08 eV
undamped surface loss energy: 16.49 eV
beam energy: 30.0 keV
collection half-angle: 2.0 mrad
beam speed / c: 0.3284
loss maximum with collection factor: 19.38 eV
beam recoil energy at cutoff: 0.127 eV
undamped loss energy with that recoil: 20.08 eV
retardation size at loss maximum: 0.059
retardation size at absorption maximum: 0.336
secondary electron energy: 80.0 eV
its smallest recoil energy for loss wL: 1.44 eV
undamped loss energy with that recoil: 20.89 eV
tests ok
```
